# Why tension suppresses two-phonon flexural scattering in suspended graphene

**Q:** My suspended graphene conducts better when I stretch it. I am told that tension removes the soft flexural phonons. Does a branch really disappear?

**A:** No branch disappears; its long-wave end becomes stiff. For a height $h$, bending rigidity $\kappa$ and tension $\sigma$, the harmonic energy is
$$E_h=\tfrac12\int d^2r\,[\kappa(\nabla^2h)^2+\sigma(\nabla h)^2].$$
A wave of wavenumber $q$ has stiffness $\kappa q^4+\sigma q^2$, so with mass density $\rho$
$$\rho\omega^2=\kappa q^4+\sigma q^2 .$$
The two terms are equal at $q_\sigma=\sqrt{\sigma/\kappa}$. Well below it, $\omega\propto q^2$ has become $\omega\propto q$; well above it, the branch is nearly unchanged. For phonon energies well below $\Theta=k_BT$, equipartition gives the height spectrum
$$G(q)=\frac{\Theta}{\kappa q^4+\sigma q^2}.$$
As $q\to0$ it grows as $q^{-2}$ instead of $q^{-4}$. Tension removes large, slow ripples, not modes.

**Q:** Why do electrons scatter from two of these phonons and not one?

**A:** A flat sheet is symmetric under $h\to-h$, so strain is even in $h$. Its lowest term is $f_{ij}=\tfrac12\partial_ih\,\partial_jh$, which contains two phonon amplitudes.

The in-plane atoms also respond. I assume first that they follow the ripples statically. At wavevector $\mathbf Q$, an in-plane displacement changes every strain component except the one along $\hat n\perp\mathbf Q$. Hence $u_{\perp\perp}=f_\perp=\tfrac12(\partial_\perp h)^2$. Force balance, $Q_ip_{ij}=0$, leaves the stress $p_{ij}=p\,\hat n_i\hat n_j$. Hooke's law with Lamé constants $\lambda,\mu$ is $p_{ij}=\lambda\delta_{ij}\,\mathrm{tr}\,u+2\mu u_{ij}$. Its trace and its $\perp\perp$ component give
$$p=2(\lambda+\mu)\,\mathrm{tr}\,u,\qquad p=\lambda\,\mathrm{tr}\,u+2\mu f_\perp .$$
Subtracting them,
$$\mathrm{tr}\,u=\frac{2\mu}{\lambda+2\mu}f_\perp,\qquad p=Yf_\perp,\qquad Y=\frac{4\mu(\lambda+\mu)}{\lambda+2\mu}.$$
The traceless strain is $(p/2\mu)(\hat n_i\hat n_j-\delta_{ij}/2)$. Every strain component is therefore proportional to the same $f_\perp$.

**Q:** Does that cover the change of hopping as well as the deformation potential?

**A:** Yes. A deformation potential $D$, taken as a constant that already includes screening, gives a scalar potential $g_0f_\perp$ with $g_0=2\mu D/(\lambda+2\mu)$.

For the hopping, let $d$ be the bond length and $J_n=J(1-\beta\,\hat\delta_n\!\cdot u\cdot\hat\delta_n)$, with bond directions $(0,1)$ and $(\pm\sqrt3/2,-1/2)$. At the Dirac point the phases are $1,e^{\pm2\pi i/3}$. Expanding $\sum_nJ_ne^{i(\mathbf K+\mathbf P)\cdot\boldsymbol\delta_n}=0$ to first order gives
$$\tfrac34\beta J[(u_{xx}-u_{yy})+2iu_{xy}]+\tfrac32Jd(-P_x+iP_y)=0,$$
$$\mathbf P=\frac{\beta}{2d}(u_{xx}-u_{yy},\,-2u_{xy}).$$
If $\mathbf Q$ points at angle $\varphi$, then $\hat n=(-\sin\varphi,\cos\varphi)$, and the traceless strain gives
$$\hbar v\mathbf P=g_1f_\perp(-\cos2\varphi,\sin2\varphi),\qquad g_1=\frac{\hbar v\beta}{2d}\,\frac{2(\lambda+\mu)}{\lambda+2\mu}.$$
Its component along $\hat n$ is $g_1f_\perp\sin3\varphi$. Both mechanisms see the spectrum $S(Q)$ of $f_\perp$, so tension changes both by the same factor at each $Q$.

**Q:** How large is that spectrum without tension?

**A:** The pair has wavevectors $\mathbf q$ and $\mathbf q'=\mathbf Q-\mathbf q$, with $q'_\perp=-q_\perp$. The two factors $\tfrac12$ in $f_\perp$ give $\tfrac14$, and Gaussian averaging has two equal pairings:
$$S(Q)=\frac12\int\!\frac{d^2q}{(2\pi)^2}\,q_\perp^4\,G(q)\,G(q').$$
One auxiliary integral serves both cases:
$$M(\alpha,\gamma)=\int\!\frac{d^2q}{(2\pi)^2}\frac{q_\perp^4}{(q^2+\alpha)(q'^2+\gamma)}.$$
Feynman's identity combines the denominators into $[(\mathbf q-x\mathbf Q)^2+\Delta]^2$, integrated over $0<x<1$, with
$$\Delta=x(1-x)Q^2+(1-x)\alpha+x\gamma.$$
The shift $\mathbf l=\mathbf q-x\mathbf Q$ is along $\mathbf Q$, so $q_\perp=l_\perp$. The angular mean of $l_\perp^4$ is $\tfrac38l^4$. With $z=l^2$ and a large cutoff $\Lambda$ on $z$,
$$\int_0^\Lambda\!\frac{z^2dz}{(z+\Delta)^2}\to\Lambda+\Delta-2\Delta\ln\Lambda+2\Delta\ln\Delta .$$
Moving the cutoff boundary adds a constant independent of $\alpha,\gamma$. Such constants, and terms linear in $\Delta$, vanish in a mixed derivative or mixed difference in $\alpha$ and $\gamma$. The part that matters is
$$M\doteq\frac{3}{16\pi}\int_0^1\!dx\,\Delta\ln\Delta .$$
Without tension we need $1/(q^4q'^4)$, which is $\partial_\alpha\partial_\gamma$ of the integrand at zero masses. Since $\partial_\alpha\partial_\gamma(\Delta\ln\Delta)=x(1-x)/\Delta\to1/Q^2$,
$$\int\!\frac{d^2q}{(2\pi)^2}\frac{q_\perp^4}{q^4q'^4}=\frac{3}{16\pi Q^2},\qquad S_0(Q)=\frac{3\Theta^2}{32\pi\kappa^2Q^2}.$$
The integral has no length scale except $1/Q$, so the contributing phonons have $q\sim Q$. At small $Q$ these are the soft ones.

**Q:** And with tension?

**A:** Split the spectrum:
$$G=\frac{\Theta}{\kappa q_\sigma^2}\left[\frac1{q^2}-\frac1{q^2+q_\sigma^2}\right].$$
The product $GG'$ is now a mixed difference of $M$. Put $t=Q/q_\sigma$, $a=t^2$, and measure $\Delta$ in units of $q_\sigma^2$. Dividing by $S_0$ gives
$$R\equiv\frac S{S_0}=t^2\int_0^1\!dx\,[A\ln A-2B\ln B+C\ln C],$$
with $A=x(1-x)a$, $B=(1-x)(1+ax)$ and $C=1+x(1-x)a$. The two mixed terms are equal under $x\to1-x$.

The first integral is
$$\int A\ln A=\frac{a\ln a}6-\frac{5a}{18},$$
because $\int_0^1x(1-x)\ln x\,dx=-\tfrac14+\tfrac19$. For the second, split the logarithm. With $y=1-x$, the $\ln(1-x)$ part is $\int_0^1y(1+a-ay)\ln y\,dy=-\tfrac14-\tfrac{5a}{36}$. With $w=1+ax$ and $b=1+a$, the other part is
$$\frac1{a^2}\int_1^b(b-w)w\ln w\,dw=\frac1{a^2}\left[\frac{b^3\ln b}6-\frac{5b^3}{36}+\frac b4-\frac19\right].$$
Expanding the powers of $b$ outside the logarithm and adding,
$$\int B\ln B=\frac{b^3\ln b}{6a^2}-\frac23-\frac{5a}{18}-\frac1{6a}.$$
For the third, put $y=x-\tfrac12$ and $c=1+a/4$, so $C=c-ay^2$. Integrate by parts; the boundary term vanishes because $C=1$ at both ends:
$$\int C\ln C=2a\int_{-1/2}^{1/2}\frac{y^2(c-ay^2/3)}{c-ay^2}dy .$$
Writing $c-ay^2/3=(c-ay^2)/3+2c/3$ leaves $\int y^2dy=1/12$ and an inverse hyperbolic tangent. With $\xi=\operatorname{arcsinh}(t/2)$, for which $\tanh\xi=t/\sqrt{t^2+4}$,
$$\int C\ln C=\frac a{18}-\frac{4c}3+\frac{8c^{3/2}\xi}{3t}=\frac{(t^2+4)^{3/2}\xi}{3t}-\frac43-\frac{5a}{18}.$$
In the sum the constants and the terms linear in $a$ cancel:
$$R(t)=\frac13+\frac{t^4\ln t}3-\frac{(1+t^2)^3\ln(1+t^2)}{3t^2}+\frac t3(t^2+4)^{3/2}\operatorname{arcsinh}\frac t2 .$$
For small $t$, the first and third terms together give $-5t^2/6$ and the last gives $4t^2/3$, so $R\to t^2/2$. For $t\gg1$ the pairs have $q\gg q_\sigma$, tension is negligible and $R\to1$.

**Q:** If the soft phonons are stiffened, what still scatters when $Q\ll q_\sigma$?

**A:** Nearly opposite pairs, whose separate wavenumbers can be much larger than $Q$. Setting $\mathbf q'=-\mathbf q$ and $z=q^2$,
$$S\to\frac{3\Theta^2}{64\pi}\int_0^\infty\!\frac{dz}{(\kappa z+\sigma)^2}=\frac{3\Theta^2}{64\pi\kappa\sigma}.$$
The intervals $z<q_\sigma^2$ and $z>q_\sigma^2$ contribute half each. The rise as $1/Q^2$ has become a plateau.

One can separate cause from accompaniment by adding the tension term to only part of the branch. I evaluated the pair integral numerically at $t=0.076$. With only $q<q_\sigma$ stiffened, $S/S_0=0.0043$; with only $q>q_\sigma$ stiffened, it is 0.9985. Full tension gives 0.0028. The first number exceeds the last by about 3/2, as expected: with $z$ in units of $q_\sigma^2$, the short-wave part rises from $\int_1^\infty dz/(1+z)^2=\tfrac12$ to $\int_1^\infty dz/z^2=1$. Stiffening the long waves causes the suppression.

**Q:** I measure mobility, not a strain spectrum. What happens to the transport rate?

**A:** Take degenerate carriers at Fermi wavenumber $k$ and elastic scattering within a valley through angle $\delta$, so $Q=2k\sin(\delta/2)$. The Dirac spinors $(1,e^{i\theta})/\sqrt2$ give the scalar element a factor $\cos(\delta/2)$. The hopping element is the component of $\hbar v\mathbf P$ along the mean direction of the two electron momenta. For equal energies that direction is normal to $\mathbf Q$, which selects $g_1\sin3\varphi$. I average the rate over crystal orientation, so $\sin^23\varphi$ gives $\tfrac12$ and the cross term vanishes. For a single crystal this is an approximation, because its scattering rate depends on direction. The golden rule becomes
$$\frac1\tau=\frac{k}{2\pi\hbar^2v}\int_0^{2\pi}\!d\delta\,(1-\cos\delta)\,S(Q)\left[g_0^2\cos^2\frac\delta2+\frac{g_1^2}2\right].$$
Without tension, $(1-\cos\delta)/Q^2=1/(2k^2)$ and the bracket integrates to $\pi(g_0^2+g_1^2)$:
$$\frac1{\tau_0}=\frac{3\Theta^2(g_0^2+g_1^2)}{128\pi\hbar^2v\kappa^2k}.$$
For $k\ll q_\sigma$, $S$ is constant and the angular integral is $\pi(g_0^2/2+g_1^2)$:
$$\frac1{\tau_\sigma}=\frac{3\Theta^2k\,(g_0^2/2+g_1^2)}{128\pi\hbar^2v\kappa\sigma},\qquad
\frac{\tau_0}{\tau_\sigma}=\frac{k^2}{q_\sigma^2}\,\frac{g_0^2/2+g_1^2}{g_0^2+g_1^2}.$$
The last fraction lies between ½ and 1, so uncertain couplings matter little for the harmonic ratio.

**Q:** Please put in numbers for a device.

**A:** I use rough, rounded graphene parameters: $\kappa=1.1$ eV, $\lambda=200$ and $\mu=1000$ eV/nm², $D=3$ eV, $\beta=2.5$, $d=0.142$ nm and $v=10^6$ m/s. Temperature and density are held at 200 K and $5\times10^{11}$ cm⁻². Then $\Theta=17.2$ meV, $k=0.125$ nm⁻¹, $E_F=82$ meV, $g_0=2.7$ eV and $g_1=6.3$ eV.

The tension is 12 eV/nm², or 1.9 N/m, equivalent to an elastic biaxial strain $\sigma/[2(\lambda+\mu)]=0.5\,\%$. It gives $q_\sigma=\sqrt{12/1.1}=3.3$ nm⁻¹. The limiting ratio is
$$\left(\frac{0.1253}{3.303}\right)^2\frac{3.7+40.0}{7.4+40.0}\approx1.3\times10^{-3}.$$
Integrating with the full $R$, the harmonic rate falls from $1.6\times10^{12}$ to $2.1\times10^9$ s⁻¹, a factor of 760. With mobility $ev^2\tau/E_F$, flexural scattering alone would allow $7.6\times10^4$ cm²/Vs without tension and $5.8\times10^7$ with it. Solving the Boltzmann equation for one fixed crystal, instead of averaging the rate, raises these by factors of about 1.5 and 1.2, so the harmonic gain becomes about 600. At elastic strains $\sigma/[2(\lambda+\mu)]$ of 0.001, 0.01 and 0.1 % the harmonic rate is 0.28, 0.054 and 0.0064 of its unstretched value. The strain applied to a real sheet must be larger, because its thermal ripples also have to be pulled flat.

**Q:** I have never seen a gain of 760. What does the harmonic model miss?

**A:** At least two things: in-plane scattering, treated in the next answer, and the interaction between ripples, which makes the unstretched sheet less soft. I take the interaction first. Relaxation left an energy $\tfrac12Yf_\perp^2$, quartic in $h$. To first order, contract one $h$ from each $f_\perp$: four choices times $\tfrac12Y\cdot\tfrac14$ give $\tfrac12Y$. The added stiffness of a wave $\mathbf q$ is
$$Y\!\int\!\frac{d^2Q}{(2\pi)^2}\frac{|\mathbf q\times\mathbf Q|^4}{Q^4}G(|\mathbf q-\mathbf Q|)=\frac{3Y\Theta}{16\pi\kappa}q^2 ,$$
by the same integral as before. It equals $\kappa q^4$ at
$$q^*=\sqrt{\frac{3\Theta Y}{16\pi\kappa^2}}=1.4\ \text{nm}^{-1}.$$
Since $k\ll q^*$, the unstretched harmonic rate cannot be trusted. With tension, $q_\sigma>q^*$ and the harmonic result is safer.

The self-consistent screening approximation treats this further. It uses the corrected rigidity in $G$, and the energy cost of $f_\perp$ changes $1/S$ to $1/S+Y/\Theta$. The elastic modulus is reduced correspondingly to $Y/(1+YS/\Theta)$, where $S$ is the pair integral with the corrected $G$. Solving these equations by iteration gives rates of about $2.65\times10^{10}$ s⁻¹ without tension and $1.9\times10^9$ s⁻¹ with it. The suppression is then about 14, not 760. This is still an approximation.

**Q:** Would the total mobility rise by 14?

**A:** No, because one-phonon in-plane scattering remains. For the longitudinal strain $u_{\parallel\parallel}$ and the shear $2u_{\parallel\perp}$, with $\parallel$ along $\mathbf Q$, equipartition gives spectra $\Theta/(\lambda+2\mu)$ and $\Theta/\mu$. With $g_b=\hbar v\beta/2d$, the same angular integrals yield
$$\frac1{\tau_{\rm in}}=\frac{k\Theta}{2\hbar^2v}\left[\frac{D^2}{2(\lambda+2\mu)}+g_b^2\left(\frac1{\lambda+2\mu}+\frac1\mu\right)\right]=1.3\times10^{11}\ \text{s}^{-1}.$$
Adding it to the screened flexural rates gives $7.9\times10^5$ cm²/Vs without tension and $9.4\times10^5$ with it, a gain of about 19 %. For one fixed crystal the Boltzmann equation gives $7.9\times10^5$ and $9.6\times10^5$, a gain of about 21 %.

**Q:** Is it fair to let the in-plane atoms follow instantly?

**A:** Not for every pair. When one phonon is absorbed and another emitted, the drive moves at roughly the flexural group speed, 3.4 km/s at $q_\sigma$, against in-plane sound speeds of 14.5 and 21.5 km/s. Static following is reasonable there. When both are absorbed or both emitted, the drive frequency at $q_\sigma$ is 2.8 times the longitudinal frequency at $Q=2k$, and the lattice cannot follow. Pairs of longer waves are slower and can be followed or come into resonance; the estimate below leaves this out.

Classically these sum processes carry half of $S$. As an estimate, I give that half the unrelaxed strain: the angular weight $\tfrac38$ becomes 1, and $g_0,g_1$ become $D,g_b$. The two-phonon part of the stretched harmonic rate rises by a factor of 1.7, reducing 760 to about 460 for that part alone. This is a shift of weight, not extra scattering. For classical phonons and nearly elastic scattering the electrons see the equal-time strain correlation, which the Boltzmann weight fixes whatever the in-plane dynamics. The one-phonon in-plane line loses the same amount, about 1 % of $1/\tau_{\rm in}$, and the total rate is unchanged. In the harmonic sheet without tension, pairs with $q\sim Q=2k$ have a sum frequency near 1 % of the longitudinal one, so following is good. The interaction between ripples stiffens the long waves and gives faster pairs a larger share. Their lag changes how the rate divides between flexural and in-plane parts, but in the same limit not the sum that sets the total mobility.

Quantum occupation is a smaller correction. The phonon energy at $q_\sigma$ is 4.9 meV. Using Bose occupations and the Pauli factor for energy exchange in the small-$Q$ pair integral multiplies the stretched rate by 0.88.

**Q:** How should I compare this with my device?

**A:** Measured mobilities of good suspended samples are roughly of order $10^5$ cm²/Vs, so $5.8\times10^7$ is a partial limit and not a prediction. A strain of 0.5 % is also a strong stretch. Real devices break the assumption of a clean sheet with ideal contacts. Suppose disorder alone allowed $10^5$ cm²/Vs and its rate were unaffected by tension. Adding rates to the two totals above would give about $8.9\times10^4$ and $9.0\times10^4$, a gain near 2 %. If your gain is much larger, this model does not account for it; tension may also be changing static ripples, disorder or contacts, which I have not calculated. Momentum-dependent electronic screening is left out too.

In the harmonic model, suppression is already strong when $2k$ is about half of $q_\sigma$: the ratio 0.054 at 0.01 % elastic strain belongs to $2k\approx0.54\,q_\sigma$. A moderate reduction remains when the two are comparable: the ratio 0.28 at 0.001 % elastic strain belongs to $2k\approx1.7\,q_\sigma$. Do not expect either reduction in a real sheet: at both tensions $q_\sigma$ is below $q^*$, and the interaction between ripples has already stiffened the long waves, so tension changes much less. The screening approximation gives flexural rate ratios of about 0.73 at 0.01 % and 0.96 at 0.001 %. At still weaker tension, $Q$ reaches the part of the branch where bending dominates, and the harmonic $R$ returns towards 1. Raising the density acts in the same direction, but at the 12 eV/nm² used here $2k=q_\sigma$ would need about $9\times10^{13}$ cm⁻², over a hundred times the density assumed above.
